\section*{Ambient temperature and the threshold voltage of a thermal switch}

\section*{Problem}

A two-terminal threshold switch has the thermally activated, ohmic conductance
\begin{equation}
G(T)=G_0\,e^{-E_a/k_BT},\qquad E_a=0.3\ \text{eV}.
\label{eq:G}
\end{equation}
Its active region has a single temperature $T$ and loses heat to surroundings at the ambient temperature $T_a$ at the rate $(T-T_a)/R_{th}$. The cooling is constant in the sense that the thermal resistance $R_{th}$ does not depend on temperature; the heat flow itself grows with $T-T_a$. The prefactor $G_0$ is constant too. The voltage $V$ is applied directly, without a series resistor, and is raised slowly from zero. At the threshold voltage $V_{th}$ the device can no longer hold a steady temperature near ambient, and it switches.

Linearize the exponent of the conductance about ambient and find $V_{th}$. By what factor does it change when the ambient is heated from 300 to 350 K?

For numbers, take a resistance of 10 k$\Omega$ at 300 K, $R_{th}=2\times10^5$ K/W and a current path of 1 $\mu$m.

\section*{A tempting solution}

Switching is caused by Joule heating, so it should set in when the heating power reaches some critical value $P_c$ fixed by the device. Before switching the device is close to ambient temperature, so the power is $V^2G(T_a)$. Setting $V_{th}^2G(T_a)=P_c$ gives
\begin{equation}
V_{th}=\sqrt{\frac{P_c}{G(T_a)}}\propto e^{E_a/2k_BT_a}.
\label{eq:wrong}
\end{equation}
With $E_a/k_B=3481.4$ K,
\begin{equation}
\frac{V_{th}(350)}{V_{th}(300)}
=\exp\left[\frac{3481.4}{2}\left(\frac1{350}-\frac1{300}\right)\right]
=e^{-0.829}=0.44 .
\end{equation}

\section*{Where it fails}

The faulty step is the constant $P_c$. No single power marks the onset of instability at every ambient. A steady state is lost when a small rise in temperature increases the heating by more than it increases the cooling. That is a condition on slopes, and the slope of the heating curve depends on ambient temperature. The critical power must therefore be derived, and it may differ between the two ambients.

\section*{The right solution}

\subsection*{Heat balance in reduced form}

If $C$ is the heat capacity of the active region, then
\begin{equation}
C\frac{dT}{dt}=V^2G(T)-\frac{T-T_a}{R_{th}} .
\label{eq:ode}
\end{equation}
To linearize the exponent, expand $1/T$ to first order about $T_a$:
\begin{equation}
\frac1T\approx\frac1{T_a}-\frac{T-T_a}{T_a^2}
\quad\Longrightarrow\quad
-\frac{E_a}{k_BT}\approx-\frac{E_a}{k_BT_a}+\frac{E_a(T-T_a)}{k_BT_a^2}.
\end{equation}
The last term is a natural dimensionless temperature rise,
\begin{equation}
\theta=\frac{E_a(T-T_a)}{k_BT_a^2},\qquad G(T)\approx G(T_a)\,e^{\theta}.
\end{equation}
The exponent has been linearized, not the conductance, so the feedback remains exponential. Multiplying \eqref{eq:ode} by $R_{th}E_a/(k_BT_a^2)$ and measuring time as $s=t/(R_{th}C)$ gives
\begin{equation}
\frac{d\theta}{ds}=\lambda e^\theta-\theta,\qquad
\lambda=\frac{V^2G(T_a)R_{th}E_a}{k_BT_a^2}.
\label{eq:reduced}
\end{equation}

\subsection*{Loss of the steady state}

A steady state satisfies $\lambda=\theta e^{-\theta}$. The derivative of the right side,
\begin{equation}
\frac{d}{d\theta}\left(\theta e^{-\theta}\right)=(1-\theta)e^{-\theta},
\end{equation}
is positive for $\theta<1$ and negative for $\theta>1$. The largest possible $\lambda$ is therefore $1/e$, reached at $\theta=1$. For $0<\lambda<1/e$ there are two steady states, one on each side of $\theta=1$.

Their stability follows from the slope of heating minus cooling. At a steady state $\lambda e^\theta=\theta$, so
\begin{equation}
\frac{d}{d\theta}\left(\lambda e^\theta-\theta\right)=\lambda e^\theta-1=\theta-1 .
\end{equation}
The cooler state has a negative slope and is stable; the hotter one is unstable. A slow voltage ramp carries the device along the cooler branch until the two states merge at $\theta=1$. Above that voltage heating exceeds cooling at every temperature of the linearized model, and the temperature runs away.

Setting $\lambda=1/e$ in \eqref{eq:reduced} and solving for $V$ gives
\begin{equation}
V_{th}=\sqrt{\frac{k_BT_a^2}{e\,E_a\,R_{th}\,G(T_a)}},\qquad e=2.718\ldots
\label{eq:vth}
\end{equation}
Since $\theta=1$, the temperature rise at threshold and the power there are
\begin{equation}
\Delta T=\frac{k_BT_a^2}{E_a},\qquad P_{th}=\frac{\Delta T}{R_{th}}.
\label{eq:power}
\end{equation}
With the linearized exponent, the critical power grows as $T_a^2$. A hotter ambient makes the relative change of conductance per kelvin, $E_a/(k_BT_a^2)$, smaller, so more heating is needed before the feedback wins. This is what the tempting solution left out. It also evaluated the power with the cold conductance, whereas in the linearized model the conductance at threshold is $e$ times larger; that factor is the same at both ambients and cancels in the ratio.

\subsection*{The ratio}

Divide \eqref{eq:vth} at $T_2$ by its value at $T_1$. The constants $G_0$, $R_{th}$ and $E_a$ outside the exponential cancel:
\begin{equation}
\frac{V_{th}(T_2)}{V_{th}(T_1)}
=\frac{T_2}{T_1}\exp\left[\frac{E_a}{2k_B}\left(\frac1{T_2}-\frac1{T_1}\right)\right].
\label{eq:ratio}
\end{equation}
For $T_1=300$ K and $T_2=350$ K,
\begin{equation}
\frac{V_{th}(350)}{V_{th}(300)}=1.1667\times0.4365=0.509 .
\end{equation}
In this model the threshold voltage roughly halves: it falls by 49\%. The tempting answer, 0.44, is too low by the factor $300/350$, or 14\% of the correct ratio.

\section*{The numbers for the device}

At 300 K, equation \eqref{eq:power} gives
\begin{align}
\Delta T&=\frac{(300\ \text{K})^2}{3481.4\ \text{K}}=25.9\ \text{K},&
P_{th}&=\frac{25.85\ \text{K}}{2\times10^5\ \text{K/W}}=129\ \mu\text{W}.
\end{align}
Equation \eqref{eq:vth} is the same as $V_{th}^2=P_{th}/[e\,G(T_a)]$, so
\begin{equation}
V_{th}(300)=\sqrt{\frac{129.3\times10^{-6}\ \text{W}\times10^4\ \Omega}{2.718}}=0.690\ \text{V}.
\end{equation}
At 350 K the cold resistance has dropped to 1.906 k$\Omega$. The temperature rise is 35.2 K, the power 176 $\mu$W, and
\begin{equation}
V_{th}(350)=\sqrt{\frac{175.9\times10^{-6}\ \text{W}\times1906\ \Omega}{2.718}}=0.351\ \text{V}.
\end{equation}
The hotter device switches at a lower voltage but at a higher power. Its current at threshold, $P_{th}/V_{th}$, is 501 $\mu$A, against 187 $\mu$A at 300 K.

\section*{Does the linearization matter?}

Keep the full exponential \eqref{eq:G}. The steady states then obey
\begin{equation}
\ln V^2=\ln(T-T_a)+\frac{E_a}{k_BT}-\ln(R_{th}G_0).
\label{eq:full}
\end{equation}
The voltage is stationary where the derivative with respect to $T$ vanishes:
\begin{equation}
\frac1{T-T_a}=\frac{E_a}{k_BT^2}
\quad\Longrightarrow\quad
\frac{k_B}{E_a}T^2-T+T_a=0 .
\end{equation}
The voltage rises from zero as $T$ leaves $T_a$, so the first stationary point is the maximum. It is the lower root,
\begin{equation}
T^*=\frac{E_a}{2k_B}\left[1-\sqrt{1-\frac{4k_BT_a}{E_a}}\right].
\end{equation}
This requires $E_a>4k_BT_a$, or $T_a<870$ K for 0.3 eV. Above that ambient the full model has no runaway, although \eqref{eq:vth} would still return a voltage. Here $k_BT_a/E_a$ is 0.086 and 0.101, well below the limit of 0.25.

The full law also has a much hotter steady state, because its conductance levels off at $G_0$. Just above threshold that state lies beyond $10^5$ K at both ambients. No device survives such a temperature, so this state offers no way to stay near ambient. In a working switch the on state is limited by effects outside this model, such as series and contact resistance.

The full law gives $T^*=332$ K and $395$ K, with thresholds of 0.723 V and 0.372 V. These exceed the linearized values by 4.9\% and 5.8\%. The two shifts nearly cancel in the ratio, which becomes 0.514.

The cancellation can be derived. When $T_a$ changes, $T^*$ moves as well, but \eqref{eq:full} is stationary in $T$, so to first order only the explicit $T_a$ contributes:
\begin{equation}
\frac{d\ln V_{th}^2}{dT_a}=-\frac1{T^*-T_a}=-\frac{E_a}{k_BT^{*2}} .
\end{equation}
This is negative, so wherever the full model has a threshold, heating the ambient lowers it. With $\epsilon=k_BT_a/E_a$, the quadratic gives $T^*/T_a=1+\epsilon+2\epsilon^2+\dots$, hence $(T^*/T_a)^{-2}=1-2\epsilon-\epsilon^2+\dots$ and
\begin{equation}
\frac{d\ln V_{th}^2}{dT_a}=-\frac{E_a}{k_BT_a^2}+\frac2{T_a}+\frac{k_B}{E_a}+\dots
\end{equation}
The first two terms are what \eqref{eq:vth} gives. The third changes $\ln V_{th}$ over 50 K by $50/(2\times3481)=0.007$, a correction of 0.7\% to the ratio. The computed change is 0.9\%; higher orders supply the rest.

The threshold was also tested in time. Equation \eqref{eq:ode} was integrated from ambient for $300\,R_{th}C$ at both ambients, with the linearized and with the full conductance. At 0.5\% below the respective threshold voltage the temperature rise never reached 150 K; at 0.5\% above, it did.

\section*{What a real device changes}

The parameters are rough round values in the regime of niobium-dioxide threshold switches, for which thermal runaway is a common description. A threshold of some tenths of a volt to a volt or so is reasonable there. The 1 $\mu$m path is long: vertical memory selectors use films some tens of nanometres thick. The assumption most exposed in such devices is ohmic conduction. In thin chalcogenide switches electronic processes are generally held to be important, and this purely thermal formula should not be relied on for them.

\paragraph{Field-assisted conduction.} In Poole--Frenkel conduction the field $F=V/L$, with $L$ the path length, lowers the barrier by
\begin{equation}
\delta=q\sqrt{\frac{qF}{\pi\varepsilon_0\varepsilon_r}},
\end{equation}
where $q$ is the elementary charge and 0.3 eV is now the low-field activation energy. With a rough $\varepsilon_r=10$, the field of 0.0069 MV/cm at the linearized 300 K threshold gives $\delta=20$ meV. That is small beside 0.3 eV but not beside $k_BT$. In the simplest form of the model the conductance gains a factor $e^{\delta/k_BT}$, so at a given $T$ the voltage needed falls by about $e^{-\delta/2k_BT}$. The colder device has the larger $\delta$ and the smaller $k_BT$, so its threshold falls more. The full-law thresholds drop from 0.723 to 0.533 V and from 0.372 to 0.306 V, and the ratio rises to 0.574. These figures overstate the effect, because the simple factor counts only emission along the field, a poor approximation when $\delta<k_BT$. Averaging the emission over all directions, with no barrier lowering against the field, gives about 0.64 V and 0.34 V, and a ratio of 0.54. This average is itself only one model of the weak-field regime: Onsager's dissociation factor $2I_1(a)/a$, with $a=\delta/k_BT$ and $I_1$ the modified Bessel function, gives a smaller effect still, about 0.70 V and 0.37 V and a ratio of 0.52.

\paragraph{Prefactor and cooling.} A hopping prefactor proportional to $1/T$, with the 300 K resistance held fixed, gives a ratio of 0.562. If the cooling were 10\% stronger at the 350 K ambient, an assumed figure, with $R_{th}$ still constant during self-heating at each ambient, the ratio would be 0.539, because $V_{th}\propto R_{th}^{-1/2}$. With the simple field factor and these two together it is 0.65, a fall of 35\% instead of 49\%; with the direction-averaged factor it is 0.62.

\paragraph{A thin film.} Shorten the path to 30 nm while holding the cold resistance and $R_{th}$ fixed, and include the Poole--Frenkel effect alone. At the 300 K threshold, now 0.23 V, the barrier lowering is 67 meV, and the ratio is 0.72, both with the simple field factor. The direction-averaged factor gives a threshold of 0.34 V and a ratio of 0.68. Halving or doubling the rough $\varepsilon_r$ shifts this last ratio by about 0.05, up or down respectively. Halving is thus a result for nearly ohmic devices with a 0.3 eV barrier and constant cooling; it should not be carried over to a thin selector without its measured field dependence.

The single temperature $T$ also ignores hot spots and current filaments, whose effect is not estimated here. Apart from the direction-averaged and Onsager estimates, the main numerical values used above are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
Boltzmann constant: 8.617333e-05 eV/K
Activation energy: 0.30 eV; Ea/kB: 3481.4 K
Thermal resistance: 2.0e+05 K/W
Current path: 1.0 um; permittivity: 10
--- Ambient 300 K ---
kB*Ta/Ea: 0.0862
Cold resistance: 10.000 kohm
Linearized temperature rise at threshold: 25.85 K
Linearized threshold voltage: 0.6896 V
Power at threshold: 129.3 uW
Current at threshold: 187.4 uA
Full-law temperature at threshold: 331.58 K
Full-law threshold voltage: 0.7231 V
Full/linearized voltage: 1.0486
Threshold with Poole-Frenkel: 0.5328 V
--- Ambient 350 K ---
kB*Ta/Ea: 0.1005
Cold resistance: 1.906 kohm
Linearized temperature rise at threshold: 35.19 K
Linearized threshold voltage: 0.3512 V
Power at threshold: 175.9 uW
Current at threshold: 501.0 uA
Full-law temperature at threshold: 394.76 K
Full-law threshold voltage: 0.3716 V
Full/linearized voltage: 1.0580
Threshold with Poole-Frenkel: 0.3059 V
--- Threshold ratio, 350 K to 300 K ---
Temperature factor: 1.1667
Exponent: -0.8289
Exponential factor: 0.4365
Linearized ratio: 0.5093
Linearized fall: 49.1 percent
Full Arrhenius ratio: 0.5139
With Poole-Frenkel: 0.5742
With 1/T prefactor: 0.5616
With 10 percent stronger cooling at 350 K: 0.5389
With these last three together: 0.6516
--- Field effect at the 300 K threshold ---
Field at linearized threshold: 0.00690 MV/cm
Barrier lowering there: 19.9 meV
Thin path: 30 nm
Thin-path threshold with Poole-Frenkel: 0.2301 V
Thin-path field: 0.0767 MV/cm
Thin-path barrier lowering: 66.5 meV
Thin-path ratio: 0.7159
\end{verbatim}
